# Boundary temperature jumps and core drop in a gray phonon slab

**Question**

I have a dielectric film ten phonon free paths thick between two thermalizing contacts, and I am supposed to compute the temperature jumps at its boundaries and compare them with the temperature drop in the diffusive core. My model is gray: one speed, one free path, isotropic scattering.

My numbers are \(\Lambda=100\) nm, \(L=1000\) nm, heat capacity \(C=1.5\) MJ/(m³ K), phonon speed \(v=2000\) m/s, and contacts at 305 K and 295 K.

If I use Fourier's law with the contact temperatures as boundary values, the whole 10 K falls inside the film and no jump is left. If I look at the phonons at the hot face instead, half of them come from the contact and half from the colder interior, so their temperature must lie below 305 K. But is that the jump I should use? And where does the "core" begin? I need definitions that add up to 10 K, and a way to get the coefficient without taking it from a table.

**Answer**

There are two different jumps at each face, and one of them adds up with the core drop in the way you want. Both follow from the transport equation.

**The model and its core**

Let \(x\) be the depth measured in free paths, so the slab runs from \(0\) to \(\ell=L/\Lambda=10\). Let \(\mu\) be the cosine between a phonon's direction and the \(x\) axis. I describe the phonons moving along \(\mu\) by a directional temperature \(\phi(x,\mu)\): their energy density per unit solid angle, counted from a reference state, is \(C\phi/4\pi\). This linear relation requires a small temperature difference, with \(C\), \(v\) and \(\Lambda\) constant across the film.

In the steady state, scattering pulls each direction towards the local average:

\[
\mu\,\frac{\partial\phi}{\partial x}=T-\phi,\qquad T(x)=\frac12\int_{-1}^{1}\phi\,d\mu .
\]

The second relation says that scattering conserves energy. It also defines \(T\) inside the film, where the phonons need not be in equilibrium: \(T\) measures their energy density. The contacts are black, meaning that they absorb every arriving phonon and emit at their own temperature:

\[
\phi(0,\mu>0)=T_1,\qquad \phi(\ell,\mu<0)=T_2 .
\]

The heat flux is the energy density times \(v\mu\), integrated over solid angle:

\[
q=\int v\mu\,\frac{C\phi}{4\pi}\,d\Omega=CvJ,\qquad J=\frac12\int_{-1}^{1}\mu\phi\,d\mu .
\]

Averaging the transport equation over \(\mu\) gives \(J'=T-T=0\), so \(J\) is constant. Now multiply the equation by \(\mu\) before averaging. The term with \(T\) is odd in \(\mu\) and vanishes, which leaves

\[
M'=-J,\qquad M(x)=\frac12\int_{-1}^{1}\mu^2\phi\,d\mu .
\]

Hence \(M\) is a straight line through the whole slab, including the regions next to the walls.

To see what this line means, try \(\phi=T-\mu T'\) with \(T\) linear in \(x\). Then \(\mu\,\partial\phi/\partial x=\mu T'=T-\phi\), so the equation is satisfied. For this diffusive solution \(M=T/3\) and \(J=-T'/3\). With \(g=-T'\) for the drop per free path,

\[
g=3J,\qquad q=\frac{Cv}{3}\,g=\frac{Cv\Lambda}{3}\,\frac{g}{\Lambda}.
\]

This is Fourier's law with \(k=Cv\Lambda/3\).

The walls add disturbances that fade with depth. A smooth disturbance \(\phi=a(\mu)e^{-\kappa x}\), whose average is \(A e^{-\kappa x}\), would need \(a=A/(1-\kappa\mu)\). Averaging over \(\mu\) then demands

\[
1=\frac{\operatorname{artanh}\kappa}{\kappa}=1+\frac{\kappa^2}{3}+\cdots ,
\]

which is impossible for \(0<\kappa<1\), since all the added terms are positive. No such disturbance therefore decays more slowly than \(e^{-x}\), and the middle of a slab ten free paths thick is close to diffusive.

I therefore define the core line as

\[
T_c(x)=3M(x),
\]

with slope \(-g=-3J\) for the entire slab. At mid-slab, the symmetry between the hot and cold sides makes \(\phi(\mu)+\phi(-\mu)\) equal to twice the mean contact temperature, for every \(\mu\). Both \(T\) and \(3M\) then equal that mean, so the core line passes through the actual profile there.

**The jump that adds up**

The slip jump is \(T_1-T_c(0)\), the gap between the contact and the core line extended to the face. I write it as \(cg\), so \(c\) is a length in free paths. Phonons leaving the slab at the hot face carry a deficit

\[
\psi(\mu)=T_1-\phi(0,-\mu),\qquad 0<\mu<1 .
\]

Those entering have \(\phi=T_1\). Put both halves into \(M\) and \(J\):

\[
3M(0)=\frac32\int_0^1\mu^2\left(T_1+T_1-\psi\right)d\mu
=T_1-\frac32\int_0^1\mu^2\psi\,d\mu,
\]
\[
J=\frac12\int_0^1\mu\left[T_1-(T_1-\psi)\right]d\mu
=\frac12\int_0^1\mu\psi\,d\mu .
\]

The minus sign in the second line comes from the negative direction cosine of the leaving phonons. Since \(g=3J\),

\[
c=\frac{T_1-3M(0)}{3J}
=\frac{\int_0^1\mu^2\psi\,d\mu}{\int_0^1\mu\psi\,d\mu}.
\]

So \(c\) is the mean direction cosine of the deficit, weighted by its contribution to the flux. No phonon in the film is hotter than the hot contact, so \(\psi\) is never negative, and the cosines in the average lie between 0 and 1. Hence \(c<1\): each slip jump is smaller than the fall of the core line over one free path.

The cold face has the same jump by symmetry. The parts must add to the applied difference:

\[
T_1-T_2=cg+\ell g+cg
\quad\Longrightarrow\quad
g=\frac{T_1-T_2}{\ell+2c}.
\]

Here \(\ell g\) is the core drop, defined as the fall of the core line over the full thickness. The comparison you asked for becomes

\[
\frac{\text{one slip jump}}{\text{core drop}}=\frac{c}{\ell},\qquad
\frac{\text{both slip jumps}}{\text{core drop}}=\frac{2c}{\ell}.
\]

**Finding \(c\) by hand**

The crudest guess is a deficit independent of direction. It gives \(c=(1/3)/(1/2)=2/3\).

A better guess uses the interior as the source of the leaving phonons. For direction \(-\mu\) the transport equation reads \(-\mu\phi'=T-\phi\), or

\[
\frac{d}{dx}\left[\phi(x,-\mu)e^{-x/\mu}\right]=-\frac{T(x)}{\mu}e^{-x/\mu}.
\]

Integrate from the hot face to the cold one. The cold contact contributes \(T_2e^{-\ell/\mu}\), with a weight of at most \(e^{-10}\). Neglecting this and extending the integral to infinity gives

\[
\phi(0,-\mu)\approx\int_0^\infty T(s)\,e^{-s/\mu}\,\frac{ds}{\mu}.
\]

Now approximate \(T\) by the core line, \(T(s)\approx T_1-g(c+s)\). The weight \(e^{-s/\mu}/\mu\) integrates to 1 and has mean depth \(\mu\), so

\[
\psi(\mu)\approx g(c+\mu).
\]

Inserting this in the formula for \(c\),

\[
c=\frac{c/3+1/4}{c/2+1/3}
\quad\Longrightarrow\quad
\frac{c^2}{2}+\frac c3=\frac c3+\frac14
\quad\Longrightarrow\quad
c=\frac1{\sqrt2}=0.7071 .
\]

**Checking it against the full solution**

The approximation was to use the core line right up to the wall. To remove it, follow the phonons arriving from both sides with the same integration and average over direction. This gives an equation for \(T\) alone:

\[
T(x)=\frac12\left[T_1E_2(x)+T_2E_2(\ell-x)
+\int_0^\ell E_1(|x-s|)\,T(s)\,ds\right],
\]
\[
E_n(x)=\int_0^1\mu^{n-2}e^{-x/\mu}\,d\mu .
\]

The first two terms are phonons that arrive straight from the contacts; the integral collects those last scattered at depth \(s\).

I solved the transport equation numerically with a finite set of directions, then put the resulting temperature into this equation, which includes all directions. At the five depths tested, the largest mismatch was \(1.2\times10^{-9}\) of the applied difference. The solution gives

\[
c=0.7104 .
\]

A separate evaluation of the mean cosine from the leaving phonons gives the same four digits. The hand value is 0.47% low relative to the full solution.

The sign of that error can be understood. Near the hot wall the actual temperature lies above the core line by an excess that falls with depth in the computed profile. This reduces \(\psi\) below \(g(c+\mu)\), and proportionally most at small \(\mu\), because oblique phonons sample the layer nearest the wall. The mean cosine rises, so the true \(c\) is larger than the right-hand side of the hand equation. That inequality reduces to \(c^2/2>1/4\), or \(c>1/\sqrt2\).

**The temperature at the face itself**

Your argument about the two halves of the phonon population concerns a different quantity, the face jump \(T_1-T(0)\). It has a simple value in a thick slab.

Consider the product of opposite directions, \(P=\int_0^1\phi(\mu)\phi(-\mu)\,d\mu\). The transport equation gives

\[
\phi'(\mu)=\frac{T-\phi(\mu)}{\mu},\qquad
\phi'(-\mu)=-\frac{T-\phi(-\mu)}{\mu}.
\]

In the derivative of the product, the terms \(\phi(\mu)\phi(-\mu)\) cancel:

\[
P'=T\int_0^1\frac{\phi(-\mu)-\phi(\mu)}{\mu}\,d\mu .
\]

Since \(T=\frac12\int_0^1[\phi(\mu)+\phi(-\mu)]\,d\mu\), the same two equations give

\[
T'=\frac12\int_0^1\frac{\phi(-\mu)-\phi(\mu)}{\mu}\,d\mu .
\]

Thus \(P'=2TT'=(T^2)'\), and \(P-T^2\) is the same at every depth inside the slab. At the face itself this integral diverges: the entering phonons have \(\phi=T_1\) while the grazing leaving ones have \(\phi\to T(0)\), so the slope \(T'\) grows logarithmically as the wall is approached. \(P\) and \(T\) themselves stay continuous, so the constant value of \(P-T^2\) extends to the face.

Measure all temperatures from \(T_1\), which leaves the transport equation unchanged. At the hot face the entering phonons then have \(\phi=0\), so \(P=0\) and

\[
P-T^2=-(\text{face jump})^2 .
\]

In the core \(\phi=T+\mu g\), so \(\phi(\mu)\phi(-\mu)=T^2-\mu^2g^2\) and

\[
P-T^2=-\frac{g^2}{3}.
\]

Equating the two gives

\[
\text{face jump}=\frac{g}{\sqrt3}=0.5774\,g .
\]

How much harm is done by the remnants of the wall layers? At mid-slab, symmetry permits only a correction \(\delta(\mu)\) that is odd in \(\mu\), so \(\phi=T+\mu g+\delta\). The flux is then \(J=g/3+\int_0^1\mu\delta\,d\mu\). But \(g=3J\) by definition, so this last integral is zero. Therefore

\[
(\text{face jump})^2=\int_0^1(\mu g+\delta)^2d\mu
=\frac{g^2}{3}+\int_0^1\delta^2d\mu .
\]

The error is of second order in an already small remnant. The computed face coefficient is also 0.5774.

**Your film in numbers**

The core gradient is

\[
g=\frac{10\ \text{K}}{10+2(0.7104)}=0.8756\ \text{K per free path}.
\]

The three parts of the temperature difference follow:

- Slip jump at each wall: \(0.7104\times0.8756=0.622\) K.
- Both slip jumps: 1.244 K.
- Core drop over the full thickness: \(10\times0.8756=8.756\) K.

Their sum is 10.000 K. Each slip jump is 7.10% of the core drop, and the pair is 14.21% of it. Relative to the applied difference, the pair takes 12.44% and the core 87.56%. With the hand value of \(c\) you would get 0.619 K and 8.761 K, which is ample for an estimate.

The actual face jump is \(0.5774\times0.8756=0.506\) K. The phonon temperature at the hot face is thus 304.494 K, while the core line reaches 304.378 K there. The actual drop between the faces is \(10-2(0.506)\approx8.99\) K. You may add face jumps to this drop, or slip jumps to the core-line drop, but mixing the pairs does not give 10 K.

As for where the core begins, the profile lies above the core line by 10.43 mK at one free path from the hot wall, 2.21 mK at two and 0.55 mK at three. There is no sharp edge. If you count as core the part between depths 2 and 8, the actual drop inside it is 5.258 K. That is smaller than 8.756 K because the region is only six free paths thick, so state which core you mean when quoting a ratio.

The jumps also reduce the heat flow. The bulk conductivity is

\[
k=\frac{(1.5\times10^6)(2000)(100\times10^{-9})}{3}
=100\ \text{W/(m K)},
\]

and Fourier's law with the contact temperatures would give 1000 MW/m². The core gradient \(g\) gives 875.6 MW/m². Interpreted as a film conductivity, this is

\[
k_{\text{eff}}=\frac{k}{1+2c/\ell}=87.56\ \text{W/(m K)}.
\]

The material in the core still conducts with \(k\); the reduction comes from the walls. The numerical output below lists these values.

**Thicker films, thinner films and imperfect contacts**

For a thick film \(c\) belongs to the wall alone: at 20 free paths it is again 0.7104. The two slip jumps fall to 1% of the core drop at \(\ell=2c/0.01\approx142\). Ten free paths is therefore thick enough for a diffusive core, but not for neglecting the jumps.

In the opposite limit, \(\ell\to0\), phonons cross without scattering. The deficit is \(T_1-T_2\) in every direction, so \(c=2/3\), and the formula gives \(g=3(T_1-T_2)/4\). This agrees with the direct ballistic result \(J=(T_1-T_2)/4\). At one free path the computed value is \(c=0.7047\). The flux formula thus survives in thin films if \(c\) is the value for that thickness; keeping 0.7104 would make the flux about 6% too low in the ballistic limit. But \(g\) is then just \(3J\), not the slope of a real core. The face result does fail: with no scattering the film sits at the mean temperature, so the face jump is \((T_1-T_2)/2\), whereas \(g/\sqrt3\) would give \(0.433\,(T_1-T_2)\).

Real contacts may reflect phonons. Suppose a contact absorbs a fraction \(\varepsilon\) and reflects the rest diffusely, so that entering phonons have one temperature \(T_+\). Define \(\psi\) relative to \(T_+\). The flux-weighted mean temperature of the leaving phonons is

\[
2\int_0^1\mu(T_+-\psi)\,d\mu=T_+-4J,
\]

because \(\int_0^1\mu\psi\,d\mu=2J\). The entering phonons are a mixture of emitted and reflected ones:

\[
T_+=\varepsilon T_1+(1-\varepsilon)(T_+-4J)
\quad\Longrightarrow\quad
T_1-T_+=\frac{4(1-\varepsilon)}{\varepsilon}J .
\]

With \(J=g/3\), the slip coefficient changes from \(c\) to

\[
c+\frac{4(1-\varepsilon)}{3\varepsilon}.
\]

For \(\varepsilon=1/2\) the added term is \(4/3\), larger than \(c\) itself. The 7.10% per wall therefore applies to black contacts. It also relies on a single free path: in a material with a broad range of free paths, some phonons may cross the film almost unscattered while others diffuse, and one value of \(L/\Lambda\) no longer describes them all.

## Computed results

```
free path: 100 nm
slab thickness: 1000 nm
heat capacity: 1.5 MJ/(m^3 K)
phonon speed: 2000 m/s
wall temperatures: 305 K and 295 K
applied difference: 10 K
c, constant deficit: 0.6667
c, hand estimate: 0.7071
c, full solution: 0.7104
c, mean cosine by quadrature: 0.7104
c, slab of 1 free path: 0.7047
c, slab of 20 free paths: 0.7104
hand error in c: -0.47 %
face coefficient, computed: 0.5774
face coefficient, 1/sqrt(3): 0.5774
core gradient: 0.8756 K per free path
slip jump at each wall: 0.622 K
both slip jumps: 1.244 K
core-line drop over full thickness: 8.756 K
one slip jump / core drop: 7.10 %
both slip jumps / core drop: 14.21 %
both slip jumps / applied: 12.44 %
core drop / applied: 87.56 %
hand gradient: 0.8761 K per free path
hand slip jump: 0.619 K
hand core drop: 8.761 K
actual face jump at each wall: 0.506 K
actual face-to-face drop: 8.989 K
phonon temperature at hot face: 304.494 K
core line at hot face: 304.378 K
actual drop from 2 to 8 free paths: 5.258 K
profile minus core line at 1 free paths: 10.43 mK
profile minus core line at 2 free paths: 2.21 mK
profile minus core line at 3 free paths: 0.55 mK
bulk conductivity: 100.0 W/(m K)
effective conductivity: 87.56 W/(m K)
heat flux: 875.6 MW/m^2
Fourier flux without jumps: 1000.0 MW/m^2
largest integral-equation residual: 1.2e-09
```
